# Ionic conductivity from charge displacement and current, and the coordinate-wrapping error

## What symmetry and dimensions allow

Consider \(N\) ions with charges \(q_i\), positions \(\mathbf r_i\) and velocities \(\mathbf v_i\) in a cubic periodic cell of fixed edge \(L\) and volume \(V=L^3\). The system is neutral, classical, isotropic and in equilibrium at temperature \(T\). We want its dc conductivity \(\sigma\) from the equilibrium motion alone.

Reversing the sign of every charge leaves \(\sigma\) unchanged, so the lowest-order fluctuation that can enter is quadratic in charge. Isotropy makes \(\sigma\) a scalar. A natural candidate is the mean square of the collective charge displacement

\[
\Delta\mathbf P(t)=\sum_i q_i[\mathbf r_i(t)-\mathbf r_i(0)] ,
\]

which has units C² m². The unit of \(\sigma\) is S/m = C²/(J s m). Dividing the mean square by a volume, an energy and a time gives just that:

\[
\sigma\sim\frac{\langle|\Delta\mathbf P(t)|^2\rangle}{V\,kT\,t}.
\]

A third symmetry decides which coordinates may be used. The boundary of a periodic cell may be placed anywhere, so moving it changes nothing physical. A displacement followed continuously along the path respects this, because it makes no reference to the boundary. The difference of two positions folded into the cell does not: an ion that leaves on the right and re-enters on the left is given a jump of \(-L\), and which ions do so depends on where the boundary lies.

The naive scheme takes the folded positions that a simulation has written to disk, forms \(\sum q_i\mathbf r_i\), and fits a slope. The sections below find the missing numerical factor, provide a second route that folding cannot damage, and show what the naive scheme measures instead.

## The current route fixes the factor

Let a weak uniform field \(E\) along \(x\) act from \(t=0\), exerting a force \(q_iE\) on each ion. It is safer to work with the force than with an energy \(-E\sum q_ix_i\), since the latter is not periodic.

The equilibrium phase-space density is \(f_0\propto e^{-H/kT}\). To first order in \(E\), the change \(f_1\) obeys the Liouville equation with a source:

\[
\frac{\partial f_1}{\partial t}+\mathcal L f_1=-\sum_i q_iE\,\frac{\partial f_0}{\partial p_{ix}}
=\frac{E J_x}{kT}f_0,\qquad \mathbf J=\sum_i q_i\mathbf v_i .
\]

Here \(\mathcal L\) generates the field-free motion, and the last step uses \(\partial f_0/\partial p_{ix}=-v_{ix}f_0/kT\). The solution that vanishes at \(t=0\) is

\[
f_1(t)=\frac{E}{kT}\int_0^t ds\,e^{-\mathcal L s}J_xf_0 .
\]

Averaging \(J_x\) with \(f_1\) moves the propagator onto \(J_x\), which becomes the current a time \(s\) later:

\[
\langle J_x\rangle_E(t)=\frac{E}{kT}\int_0^t\langle J_x(0)J_x(s)\rangle\,ds .
\]

The current density is \(\langle J_x\rangle_E/V=\sigma E\) at long times. By isotropy \(\langle J_xJ_x\rangle\) is one third of \(C(s)=\langle\mathbf J(0)\cdot\mathbf J(s)\rangle\). Hence the Green–Kubo formula

\[
\sigma=\frac{1}{3VkT}\int_0^\infty C(s)\,ds ,
\]

provided the integral converges. Neutrality means that the field exerts no net force, so the derivation also holds with the total momentum fixed at zero. The field \(E\) is the one acting inside the cell. With lattice-summed Coulomb forces and conducting outer boundaries it is the macroscopic field.

Velocities do not change when positions are folded, so this route is immune to wrapping. Its demand is different: the current must be stored often enough to resolve its fastest oscillations.

## The displacement route is the same number at each lag

Since \(\Delta\mathbf P(t)=\int_0^t\mathbf J\,ds\) for continuous paths,

\[
\langle|\Delta\mathbf P(t)|^2\rangle=\int_0^t\!ds'\int_0^t\!ds''\,C(s'-s'').
\]

Stationarity has been used to make \(C\) depend on the difference alone, and it also makes \(C\) even. A separation \(s=|s'-s''|\) occurs along two segments of the square, each with weight \(t-s\), so

\[
\langle|\Delta\mathbf P(t)|^2\rangle=2\int_0^t(t-s)\,C(s)\,ds .
\]

On differentiating, the upper limit contributes \(2(t-t)C(t)=0\), and the integrand contributes the rest:

\[
\frac{d}{dt}\langle|\Delta\mathbf P|^2\rangle=2\int_0^tC(s)\,ds\equiv2G(t).
\]

Comparison with Green–Kubo gives the Einstein form

\[
\sigma=\lim_{t\to\infty}\frac{1}{6VkT}\frac{d}{dt}\langle|\Delta\mathbf P(t)|^2\rangle .
\]

Two limits guide its use. At very short lags \(C(s)\approx C(0)\), and the mean square displacement (MSD) is ballistic, \(C(0)t^2\). At long lags, if \(\int_0^\infty sC\,ds\) also converges,

\[
\langle|\Delta\mathbf P|^2\rangle\to6VkT\sigma\,t-2\int_0^\infty sC(s)\,ds .
\]

The constant term spoils the ratio MSD/\(t\) by an amount that decays only as \(1/t\). A slope removes it. Integrating the derivative identity from \(t_1\) to \(t_2\) gives

\[
\frac{\mathrm{MSD}(t_2)-\mathrm{MSD}(t_1)}{2(t_2-t_1)}=\frac{1}{t_2-t_1}\int_{t_1}^{t_2}G(t)\,dt .
\]

The two routes must therefore be compared over one common window. A plateau of \(G\) read at one lag and a slope fitted over other lags are different estimators.

A solvable case checks the chain from Ohm's law onward. Take two velocities obeying \(M\dot{\mathbf v}=-\Gamma\mathbf v+\text{noise}\), in units with \(kT=1\), with

\[
M=\begin{pmatrix}1&0\\0&2\end{pmatrix},\quad
\Gamma=\begin{pmatrix}3&-1\\-1&2\end{pmatrix},\quad
\mathbf q=\begin{pmatrix}1\\-1\end{pmatrix}.
\]

In a steady field the drift satisfies \(\Gamma\mathbf v=\mathbf qE\), so the response is

\[
\mathbf q^{T}\Gamma^{-1}\mathbf q=\frac{2+3-1-1}{5}=0.6 .
\]

The current correlation is \(\mathbf q^Te^{-M^{-1}\Gamma t}M^{-1}\mathbf q\), whose integral \(\mathbf q^T(M^{-1}\Gamma)^{-1}M^{-1}\mathbf q\) reduces to the same expression. Numerical quadrature of this correlation, and half the late slope of the displacement variance obtained from the covariance equation, both give 0.600000. The diagonal terms of \(\Gamma^{-1}\) alone would give 1.0; its off-diagonal terms, which exist because of the mutual drag, remove 0.4.

## What folding does to one ion

Let an ion start at \(x_0\), uniformly distributed in the cell, and move by a true amount \(d\) that is independent of \(x_0\). Put \(\delta=d\bmod L\), with \(0\le\delta<L\). If \(x_0+\delta<L\), which has probability \((L-\delta)/L\), the folded displacement is \(\delta\). Otherwise it is \(\delta-L\). Its mean square at given \(d\) is

\[
\frac{L-\delta}{L}\delta^2+\frac{\delta}{L}(L-\delta)^2
=\frac{\delta(L-\delta)}{L}\,[\delta+L-\delta]=\delta(L-\delta).
\]

For \(|d|\ll L\), \(\delta\) is either \(|d|\) or \(L-|d|\), and both give \(|d|(L-|d|)\approx L|d|\). This far exceeds \(d^2\): few ions cross the boundary, but each crossing contributes nearly \(L^2\). When \(d\) has spread over many cells, \(\delta\) is uniform and the mean is \(L^2/2-L^2/3=L^2/6\). Folding thus makes the result too large at short lags and bounded at long ones.

## What folding does to the collective dipole

Ions do not move independently, so the one-ion results cannot simply be added. The Fourier series of the sawtooth handles the correlations:

\[
x\bmod L=\frac L2-\frac L\pi\sum_{n\ge1}\frac{\sin k_nx}{n},\qquad k_n=\frac{2\pi n}{L}.
\]

The sine coefficient is \((2/L)\int_0^Lx\sin k_nx\,dx=-2/k_n=-L/(\pi n)\). In \(M_w=\sum_iq_i(x_i\bmod L)\) the constant \(L/2\) drops out by neutrality. Define the charge-density wave \(Z_n=\sum_iq_ie^{-ik_nx_i}\). Then \(\sum_iq_i\sin k_nx_i=-\operatorname{Im}Z_n\), and

\[
\Delta M_w=\frac L\pi\sum_n\frac{\operatorname{Im}\Delta Z_n}{n},\qquad \Delta Z_n=Z_n(t)-Z_n(0).
\]

Where the cell boundary lies is arbitrary. Shifting all ions by \(a\) multiplies \(\Delta Z_n\) by \(e^{-ik_na}\). Averaging a product \(\operatorname{Im}\Delta Z_n\operatorname{Im}\Delta Z_m\) over \(a\) gives zero for \(n\ne m\) and \(\tfrac12|\Delta Z_n|^2\) for \(n=m\). Per Cartesian axis,

\[
\langle\Delta M_w^2(t)\rangle=\frac{L^2}{2\pi^2}\sum_{n\ge1}\frac{\langle|Z_n(t)-Z_n(0)|^2\rangle}{n^2}.
\]

The folded dipole therefore records how charge-density waves of the box lose their memory. Once they have lost it, \(\langle|\Delta Z_n|^2\rangle=2\langle|Z_n|^2\rangle\). For ions of charge \(\pm e\) we write \(\langle|Z_n|^2\rangle=Ne^2S_n\), with \(S_n\) the charge structure factor, and the plateau per axis is \((Ne^2L^2/\pi^2)\sum_nS_n/n^2\). For uncorrelated ions \(S_n=1\), and \(\sum1/n^2=\pi^2/6\) recovers \(Ne^2L^2/6\).

A bounded dipole has no long-time slope, so the naive conductivity tends to zero. Between blocking electrodes that answer would be right: real ions cannot cross, charge collects in double layers, and no dc current flows. Folded coordinates also bound the dipole, in a periodic conductor that has no electrodes; the size of that bound is set by the \(S_n\) and is unrelated to any double layer.

## The repaired scheme

The lost integers can be recovered if frames are close enough in time. Between two frames the folded coordinate changes by \(\Delta w=d+mL\), with \(m\) an integer. If \(|d|<L/2\), the integer nearest to \(\Delta w/L\) is \(m\), so

\[
d=\Delta w-L\,\mathrm{round}(\Delta w/L).
\]

Summing these steps restores the path up to its starting point. If the steps are Gaussian with variance \(s^2\), the misassigned fraction is \(P(|d|>L/2)=\mathrm{erfc}[L/(2\sqrt2\,s)]\). The formula for \(d\) assumes a fixed \(L\); a fluctuating cell needs separate treatment. The procedure is then:

1. During the run, store \(\mathbf J\) at each time step and accumulate \(\mathbf P\) from unfolded positions. If only folded frames exist, unfold them ion by ion before multiplying by charge.
2. Compute \(C_k=\frac1{n-k}\sum_m\mathbf J_m\cdot\mathbf J_{m+k}\) from the \(n\) stored currents. A fast Fourier transform does this: the inverse transform of the squared modulus is a circular correlation, and padding with \(n\) zeros makes each product that runs past the end vanish.
3. Integrate \(C\) by the trapezoidal rule to obtain \(G(t)\), and average \(G\) over a window after its initial transient.
4. Take the displacement slope over the same window.
5. Repeat on separate blocks of the run to find the statistical error.

## A model melt

The example has 64 ions of charge \(\pm e\) and masses 23 and 35 g/mol in a cell with \(L=1.30\) nm. Pairs interact through the Coulomb potential plus a repulsion \(B/r^8\), with \(B\) set so that these two terms give an isolated opposite pair its minimum at \(r_0=0.24\) nm. A constant is then subtracted from each pair force so that it vanishes at the cutoff \(L/2\), which moves the minimum to about 0.245 nm. After melting at 3000 K and cooling towards 1300 K, the ions moved at constant energy for 125 ps in steps of 2.5 fs. The mean temperature was 1253 K.

The initial value \(C(0)\) can be predicted. Equipartition gives \(3kT\sum q_i^2/m_i\); the zero-momentum correction is proportional to the square of the total charge and vanishes. With \(kT=10.42\) kJ/mol this is \(3\times10.42\times32\,(1/23+1/35)=72.1\) e² nm²/ps², against 73.3 sampled.

The running conductivity \(G(t)/(3VkT)\) is 6.83 S/cm at 0.10 ps and 5.67 S/cm at 0.25 ps. Its fall shows that \(C\) has a negative part: the current partly reverses before its memory is lost. At the four lags 0.5, 1.0, 1.5 and 3.0 ps it lies between 4.9 and 5.4 S/cm without a clear trend, and the window 0.5 to 1.5 ps was used.

The displacement route gives

\[
\frac{6.941-2.464}{6\times1.0\ \text{ps}}=0.746\ e^2\,\text{nm}^2/\text{ps}=1.915\times10^{-44}\ \text{C}^2\,\text{m}^2/\text{s}.
\]

With \(V=2.197\times10^{-27}\) m³ and \(kT=1.730\times10^{-20}\) J, division by \(VkT\) yields 504 S/m, or 5.04 S/cm. The current route yields 5.15 S/cm, which is 2.3 % higher.

On the same data the routes can differ through time-step quadrature and through the ends of the run, where the two averages count pairs of times unequally. The latter effect is of order \(t/T_{\rm run}\), here 1.5/125 = 1.2 % in the MSD, and a slope can amplify it. The direct MSD and the one integrated from \(C\) differ by 0.1 % at 0.1 ps and by 1.5 % at both 1.5 and 3 ps. Quadrature is the negligible part. With the velocity Verlet integrator, the step of \(\mathbf P\) differs from the trapezoidal step of \(\mathbf J\) by \(\tfrac14\Delta t^2(\dot{\mathbf J}_m-\dot{\mathbf J}_{m+1})\). This telescopes to a bounded term and leaves the slope unchanged, so the gap between the routes comes from the ends of the run.

This agreement is not the accuracy of \(\sigma\), because both routes share one trajectory. Five blocks of 25 ps give standard errors of 0.74 and 0.68 S/cm, about 14 %. The result is \(\sigma=5.0\pm0.7\) S/cm for this truncated force law. An error taken from five blocks is itself poorly known: for a pure random walk of the same length and window the true error is about 10 %, and five-block estimates of it scatter between 4 and 15 %. If the error falls as the inverse square root of the run length, reaching 3 % takes a run some ten to twenty times longer.

## The size of the wrapping error

The folded values below are averaged over seven positions of the cell boundary; MSDs are in e² nm², summed over three axes.

| Lag (ps) | Unwrapped | Folded | Charge-wave formula |
|---|---|---|---|
| 0.1 | 0.456 | 8.70 | 8.66 |
| 0.5 | 2.46 | 13.88 | 13.76 |
| 1.5 | 6.94 | 14.39 | 14.21 |
| 4.0 | 18.3 | 14.22 | 14.08 |
| 12.0 | 52.3 | 14.36 | 14.14 |

At 0.1 ps the folded MSD is 19 times too large. The formula, evaluated with twenty measured waves per axis and an uncorrelated remainder, follows it within 2 %. Over 0.5 to 1.5 ps the folded slope corresponds to 0.57 S/cm, about a ninth of the unwrapped value. Over 4 to 12 ps it gives 0.02 S/cm, while the unwrapped slope gives 4.8 S/cm. The two curves cross between 1.5 and 4 ps, so a ratio MSD/\(t\) taken there from folded data can look reasonable by accident.

The plateau lies well below the uncorrelated value \(64\times1.30^2/2=54.1\) e² nm². Their ratio, 0.27, is the mean of \(S_n\) with weights \(6/(\pi^2n^2)\). The longest wave carries weight 0.61 and no \(S_n\) is negative, so \(S_1\) is at most about 0.44: charge fluctuations across the whole box are suppressed. The bound is weak. Perfect screening, \(S_1=k_1^2\varepsilon_0kT\,V/(Ne^2)\), gives 0.005, and in this model \(S_1\) is about 0.01 and \(S_2\) about 0.05, so the plateau is built almost wholly by waves with \(n\ge3\).

Single ions saturate later. For one ion and one axis at 10 ps, the true mean square is 0.223 nm² and the folded one 0.269 nm², as \(\langle\delta(L-\delta)\rangle\) predicts, still below \(L^2/6=0.282\) nm². The crossing time of a single ion is therefore no guide to when the folded dipole stops growing.

With frames every 25 fs, the largest coordinate step was 0.078 nm against the limit of 0.65 nm, and unfolding recovered the paths to rounding error. With frames 10 ps apart, 16.8 % of the steps exceeded \(L/2\); the Gaussian estimate is 16.9 %. Nearest-image displacements then gave a collective MSD of 25.9 instead of 43.6 e² nm², which is 41 % too low. Unfolding cannot repair data saved too rarely.

## Correlations, and the real melt

Expanding \(|\Delta\mathbf P|^2\) gives self terms \(q_i^2|\Delta\mathbf r_i|^2\) and cross terms between different ions. Keeping the self terms, with \(\langle|\Delta\mathbf r_i|^2\rangle\to6D_\pm t\), yields the Nernst–Einstein value

\[
\sigma_{NE}=\frac{e^2(n_+D_++n_-D_-)}{kT},
\]

where \(n_\pm\) are the number densities. The tracer coefficients \(D_+=10.96\) and \(D_-=10.88\), in 10⁻⁵ cm²/s, give 4.72 S/cm. The collective value is 1.07 times this, but with a 14 % error the sign of the cross contribution is not resolved.

The parameters lie in the regime of molten sodium chloride, whose conductivity is roughly 4 S/cm at such temperatures. The model density, 1.40 g/cm³, is near that of the real melt, but the model pressure is about 1.3 GPa, far above ambient, so this is not a fitted potential. Real ions are polarizable: a rough anion polarizability of 0.003 nm³ implies, by the Clausius–Mossotti relation, an electronic permittivity of 1.67 that the model omits. This is a large change in the interactions, and how far it moves \(\sigma\) would require a polarizable simulation. The force shift at the cutoff is 14 % of the contact Coulomb force, and the results are not converged with respect to it. With Ewald-summed Coulomb forces in the same cell at the same temperature, both tracer coefficients fall by about 20 % to near 8.6, \(\sigma_{NE}\) to about 3.7 S/cm, the collective value to \(3.9\pm0.4\) S/cm and the pressure to about 0.9 GPa.

Other omissions can be sized. For a rough viscosity of 1 mPa s, the standard hydrodynamic estimate for a cubic cell, \(2.837\,kT/(6\pi\eta L)\), raises tracer diffusion by 18 % and \(\sigma_{NE}\) to about 5.6 S/cm; the viscosity of the model itself is nearer 0.7 mPa s, which would give about 25 % and 5.9 S/cm. For the pair potential without the force shift, quantization raises the kinetic energy of an ion pair's vibration by about 1.6 %. The field energy \(eEr_0\) equals \(kT\) at 4.5 MV/cm, but this is a scale for comparison, not a practical limit of Ohm's law. At that field the Joule heating \(\sigma E^2\) is about \(10^{20}\) W/m³, which for a heat capacity of \(3k\) per ion warms the melt by roughly 85 K per picosecond. In a real melt heating therefore matters at far lower fields. The remaining values are in the numerical output.

## Numbers as computed

```
Solvable drag model (kT=1): Ohm 0.600000, current 0.600000, displacement 0.600000
Ions 64, cell edge 1.30 nm, masses 23 and 35 g/mol, r0 0.24 nm
Time step 2.5 fs, run 125 ps, frames every 25 fs
Mean temperature 1253 K
Total-energy range / mean kinetic energy 0.00093
C(0) = 73.32 e^2 nm^2/ps^2
Lag ps | MSD of P | MSD from C (e^2 nm^2) | running sigma S/cm
  0.10 | 0.4563 | 0.4558 | 6.833
  0.25 | 1.2645 | 1.2632 | 5.670
  0.50 | 2.4640 | 2.4677 | 5.386
  1.00 | 4.7193 | 4.7599 | 5.246
  1.50 | 6.9407 | 7.0453 | 4.918
  3.00 | 13.6884 | 13.8980 | 5.358
Window 0.5 to 1.5 ps:
  sigma, current route      5.153 S/cm (block error 0.741)
  sigma, displacement route 5.040 S/cm (block error 0.681)
  relative difference 2.25 %
Tracer D: cation 10.96, anion 10.88 (1e-5 cm^2/s)
Nernst-Einstein sigma 4.720 S/cm; collective/NE 1.068
Lag ps | unwrapped MSD | folded MSD | charge-wave formula (e^2 nm^2)
  0.1 | 0.456 | 8.696 | 8.661
  0.5 | 2.464 | 13.882 | 13.755
  1.5 | 6.938 | 14.387 | 14.206
  4.0 | 18.335 | 14.219 | 14.079
  12.0 | 52.260 | 14.356 | 14.135
Folded plateau if ions were uncorrelated 54.08 e^2 nm^2
Apparent sigma, folded, 0.5 to 1.5 ps: 0.569 S/cm
Apparent sigma, folded, 4 to 12 ps:    0.019 S/cm
One ion, one axis, 10 ps: true 0.2229, folded 0.2693, formula 0.2694 nm^2
Largest step between frames 0.0783 nm; limit L/2 = 0.650 nm
Largest error of recovered positions 1.6e-14 nm
Frames 10 ps apart: misassigned steps 0.1682, Gaussian estimate 0.1685
  collective MSD: true 43.63, minimum-image 25.88 e^2 nm^2
Model pressure 1305 MPa
Coulomb force shift / contact Coulomb force 0.136
Rough inputs: viscosity 1.0 mPa s, anion polarizability 0.0030 nm^3
Finite-size shift of tracer D 2.00 (1e-5 cm^2/s), 18 % of mean D
Electronic permittivity left out 1.67
Pair vibration: hbar*omega/kT 0.434, kinetic-energy correction 1.57 %
Field with e*E*r0 = kT: 4.50 MV/cm
```
